# Elastic Constants of a Bravais Lattice from the Method of Long Waves, part 2

The problem is to obtain the elastic constants of a crystal from its harmonic force constants. The lattice has one atom of mass $M$ per cell of volume $\Omega$, lattice vectors $\mathbf R$ and density $\rho=M/\Omega$. The motion is classical, at zero temperature. Repeated Cartesian indices are summed. For atomic displacements $\mathbf u(\mathbf R)$ and energy $E$,

$$
\Phi_{ab}(\mathbf R)=\frac{\partial^2E}{\partial u_a(\mathbf 0)\,\partial u_b(\mathbf R)} .
$$

A wave with wave vector $\mathbf q$, frequency $\omega$ and polarization $\mathbf e$ obeys $\omega^2e_a=D_{ab}(\mathbf q)e_b$, where

$$
M D_{ab}(\mathbf q)=-\frac12\sum_{\mathbf R}\Phi_{ab}(\mathbf R)(\mathbf q\cdot\mathbf R)^2
+\frac1{24}\sum_{\mathbf R}\Phi_{ab}(\mathbf R)(\mathbf q\cdot\mathbf R)^4-\cdots .
$$

For sufficiently short-ranged forces, the correction to the limit of $D/q^2$ is of order $q^2$. The second moments

$$
[ab,cd]=-\frac1{2\Omega}\sum_{\mathbf R}\Phi_{ab}(\mathbf R)R_cR_d
$$

are symmetric within each index pair.

A deformation changes the squared length of a short vector $d\mathbf x$ to $(\delta_{cd}+2\eta_{cd})\,dx_c\,dx_d$, which defines the strain $\eta$. By rotation invariance, the energy per undeformed volume is

$$
W=W_0+S_{cd}\,\eta_{cd}+\tfrac12C_{abcd}\,\eta_{ab}\eta_{cd}+\cdots ,
$$

where $S$ is the reference stress, positive in tension, and $C_{abcd}=C_{bacd}=C_{abdc}=C_{cdab}$. Comparing lattice and continuum waves gave

$$
[ab,cd]=\tfrac12\left(C_{acbd}+C_{adbc}\right)+\delta_{ab}S_{cd}.
$$

For $S=0$, the third line of the inversion reads

$$
[cd,ab]=\tfrac12(C_{cadb}+C_{cbda})=\tfrac12(C_{acbd}+C_{adbc}),
$$

and the inversion formula and the Christoffel equation are

$$
C_{abcd}=[ac,bd]+[bc,ad]-[cd,ab] ,
$$

$$
\rho\,\omega^2e_a=C_{acbd}\,q_cq_d\,e_b .
$$

For a direction $\mathbf n=\mathbf q/q$, the eigenvalues of $\Gamma_{ab}=C_{acbd}n_cn_d$ are $\rho v^2$, with $v=\omega/q$ the speed of sound. For unstretched central springs, the moments are unchanged by any permutation of the indices, and $C_{abcd}=[ab,cd]$.

## Stress, cubic crystals and a computed example

The symbols carried over are the cell volume $\Omega$, the density $\rho$, the force constants $\Phi_{ab}(\mathbf R)$, the reference stress $S_{ab}$, and the second derivatives $C_{abcd}$ of the energy density with respect to the strain $\eta$. The moments and their relation to $C$ are

$$
[ab,cd]=-\frac1{2\Omega}\sum_{\mathbf R}\Phi_{ab}R_cR_d
=\tfrac12(C_{acbd}+C_{adbc})+\delta_{ab}S_{cd},
$$

and, for $S=0$, $C_{abcd}=[ac,bd]+[bc,ad]-[cd,ab]$.

The part of the relation that contains $C$ is unchanged when the pairs $ab$ and $cd$ are exchanged, as the third line of the inversion showed. The difference of two moments therefore contains stress alone:

$$
[ab,cd]-[cd,ab]=\delta_{ab}S_{cd}-\delta_{cd}S_{ab}.
$$

When the right-hand side vanishes, the moments satisfy $[ab,cd]=[cd,ab]$, the Huang conditions. Viewed as a $6\times6$ matrix, the moments then become symmetric. This imposes 15 equations and leaves 21 independent numbers, as many as there are elastic constants in the least symmetric crystal.

The Huang conditions do not ensure that the stress is zero. Setting $a=b$ in the difference and summing gives $3S_{cd}-\delta_{cd}S_{kk}$. The conditions require this to vanish, which means that $S$ is a multiple of the unit matrix; conversely, for such an $S$ the whole right-hand side vanishes. They exclude anisotropic stress but leave a hydrostatic pressure $P$, with $S_{ab}=-P\delta_{ab}$, undetected. Under such a pressure, the inversion formula applied to the moments gives the quantity

$$
B_{abcd}=C_{abcd}-P(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}),
$$

whose three pressure terms come from the three brackets in order. Since $B$ has all the index symmetries of $C$, the moments of a compressed lattice have the same form as those of a stress-free one, and they cannot reveal $P$.

The meaning of $B$ follows from the stress $\sigma$ after an additional small uniform strain $\varepsilon$. Let $F=1+\varepsilon$ be the deformation matrix and $J=\det F$ the volume ratio. A further infinitesimal strain $\delta\varepsilon'$, measured in the deformed state, does the work $J\sigma_{ab}\delta\varepsilon'_{ab}$ per reference volume and changes $\eta$ by $\delta\eta_{cd}=F_{ac}\,\delta\varepsilon'_{ab}\,F_{bd}$. Equating the work to $\delta W$ gives

$$
J\sigma_{ab}=F_{ac}F_{bd}\frac{\partial W}{\partial\eta_{cd}},\qquad
\frac{\partial W}{\partial\eta_{cd}}\simeq-P\delta_{cd}+C_{cdkl}\varepsilon_{kl}.
$$

To first order, $J^{-1}=1-\varepsilon_{kk}$ and $F_{ac}F_{bc}=\delta_{ab}+2\varepsilon_{ab}$. Therefore

$$
\sigma_{ab}=-P\delta_{ab}+C_{abkl}\varepsilon_{kl}-2P\varepsilon_{ab}+P\delta_{ab}\varepsilon_{kk}
=-P\delta_{ab}+B_{abkl}\varepsilon_{kl}.
$$

Thus $B$ relates a change of stress to a change of strain in the compressed crystal. Its waves obey the Christoffel equation with $B$ in place of $C$, and with $\rho$ and $\Omega$ taken in the compressed state. Under anisotropic stress, the term $\delta_{ab}S_{cd}$ must be subtracted from the moments before the inversion is applied. The formulas also fail if the force constants come from an energy that changes under rotation, because $W$ is then not a function of $\eta$ alone.

A cubic lattice with one atom per cell has the full symmetry of the cube. Because of the mirror planes normal to the cube axes, a moment vanishes unless each Cartesian index occurs an even number of times, and the threefold and fourfold axes allow any permutation of the axes. Three values remain: $[11,11]$, $[11,22]$ and $[12,12]$. With $c_{11}=C_{1111}$, $c_{12}=C_{1122}$ and $c_{44}=C_{2323}$, the inversion at zero stress gives

$$
\begin{aligned}
c_{11}&=[11,11],\\
c_{12}&=[12,12]+[12,12]-[22,11]=2[12,12]-[11,22],\\
c_{44}&=[22,33]+[32,23]-[23,23]=[11,22].
\end{aligned}
$$

The equality $[11,22]=[22,11]$ used here follows from the fourfold axis that exchanges axes 1 and 2. With the full symmetry of the cube, the Huang conditions are therefore satisfied automatically and provide no check on the force constants.

Along $[110]$, $\mathbf n=(1,1,0)/\sqrt2$, and the nonzero elements of the Christoffel matrix $\Gamma_{ab}=[ab,cd]n_cn_d$ are

$$
\Gamma_{11}=\Gamma_{22}=\tfrac12(c_{11}+c_{44}),\quad
\Gamma_{12}=\Gamma_{21}=[12,12]=\tfrac12(c_{12}+c_{44}),\quad
\Gamma_{33}=c_{44}.
$$

The longitudinal polarization $(1,1,0)$ has $\rho v^2=\Gamma_{11}+\Gamma_{12}=\tfrac12(c_{11}+c_{12}+2c_{44})$. The transverse polarization $(1,-1,0)$ has $\Gamma_{11}-\Gamma_{12}=\tfrac12(c_{11}-c_{12})$, and $(0,0,1)$ has $c_{44}$.

Unstretched central springs give $c_{12}=c_{44}$, the Cauchy relation. To obtain $c_{12}\ne c_{44}$ at zero stress, a model that goes beyond pair interactions is needed. Consider the energy per atom

$$
E_{\rm atom}=\tfrac12\sum_{\mathbf R}V(R)+F(n),\qquad n=\sum_{\mathbf R}f(R),
$$

where the sums run over neighbours, and $F$ now denotes the embedding function. Under strain, $r^2=R^2+2R_aR_b\eta_{ab}$, so any function $g(r)$ has the derivatives

$$
\frac{\partial g}{\partial\eta_{ab}}=\frac{g'}{R}R_aR_b,\qquad
\frac{\partial^2g}{\partial\eta_{ab}\partial\eta_{cd}}
=R_aR_bR_cR_d\,\frac1R\frac{d}{dR}\!\left(\frac{g'}R\right).
$$

The second derivative is unchanged by any permutation of its indices, so $V$ and the term $F'\,\partial^2n$ contribute equally to $C_{1122}$ and $C_{2323}$. The other term is $F''$ times the product of two first derivatives of $n$. In a cubic lattice these are $\sum_{\mathbf R}f'R_aR_b/R=G\delta_{ab}$ with $G=\tfrac13\sum_{\mathbf R}Rf'(R)$. The contribution $F''G^2\delta_{ab}\delta_{cd}/\Omega$ enters $c_{12}$ but not $c_{44}$, and at zero stress

$$
c_{12}-c_{44}=\frac{F''G^2}{\Omega}.
$$

In this class of models the Cauchy relation fails at zero stress through the curvature of $F$. A linear $F$ would only add another pair potential.

The same term lengthens the range of the force constants. Let $\mathbf g(\mathbf R)=f'(R)\hat{\mathbf R}$. Moving the atom at the origin changes $n$ at a neighbour located at $\mathbf S$ with gradient $-\mathbf g(\mathbf S)$. Moving the atom at $\mathbf R=\mathbf S+\mathbf T$ changes the same $n$ with gradient $\mathbf g(\mathbf T)$. The densities at the two moved atoms themselves add nothing, because moving an atom changes its own $n$ with gradient $-\sum\mathbf g$, which vanishes since $\mathbf g$ is odd. For $\mathbf R\ne\mathbf 0$, the curvature therefore contributes

$$
\Phi^{\rm emb}_{ab}(\mathbf R)=-F''\sum_{\mathbf S+\mathbf T=\mathbf R}g_a(\mathbf S)g_b(\mathbf T).
$$

Two atoms are coupled if they share a neighbour, even when they are too far apart to interact directly. In the second moment, $R_cR_d=(S+T)_c(S+T)_d$. The terms $S_cS_d$ and $T_cT_d$ vanish because $\sum\mathbf g=0$, and the cross terms give

$$
[ab,cd]^{\rm emb}=\frac{F''G^2}{2\Omega}(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).
$$

This adds $F''G^2/2\Omega$ to $[12,12]$ and nothing to $[11,22]$, so $c_{12}$ gains $F''G^2/\Omega$ and $c_{44}$ gains nothing, in agreement with the strain calculation.

For a numerical example, take an fcc lattice with interactions over the first two neighbour shells and

$$
V(R)=2Ae^{-p(R/r_0-1)},\qquad f(R)=\xi^2e^{-2s(R/r_0-1)},\qquad F(n)=-\sqrt n .
$$

The parameters are $A=0.1$ eV, $p=10$, $\xi=1.2$ eV, $s=3$, $r_0=2.9$ Å and $M=100$ u. They are round numbers and do not represent a particular metal. The stress vanishes at the lattice parameter $a=4.0634$ Å, where $\Omega=a^3/4=16.773$ Å$^3$ and $\rho=9900$ kg/m$^3$.

For the neighbour at $(a/2)(1,1,0)$, the force constants are $\Phi_{xx}=-0.5478$, $\Phi_{xy}=-0.5969$ and $\Phi_{zz}=0.0717$ eV/Å$^2$. Of the 12 nearest neighbours, eight have $R_x^2=a^2/4$, and each of these has the same $\Phi_{xx}$. Their part of $[11,11]$ is

$$
-\frac{8(-0.5478)(4.0634^2/4)}{2(16.773)}=0.539\ \text{eV/Å}^3=86.4\ \text{GPa}.
$$

For $[11,22]$, the neighbours with $R_y\ne0$ are four with $\Phi_{xx}=-0.5478$ and four with $\Phi_{xx}=0.0717$ eV/Å$^2$. They give 37.5 GPa. All shells together contribute as follows, in GPa:

| $R/a$ | atoms | $[11,11]$ | $[11,22]$ | $[12,12]$ |
|---:|---:|---:|---:|---:|
| 0.707 | 12 | 86.40 | 37.54 | 47.07 |
| 1.000 | 6 | −3.87 | −2.80 | 0.00 |
| 1.225 | 24 | 18.82 | 4.71 | 12.90 |
| 1.414 | 12 | 9.41 | 4.71 | 4.77 |
| 1.581 | 24 | 5.10 | 0.28 | 0.85 |
| 2.000 | 6 | 0.14 | 0.00 | 0.00 |
| sum | 84 | 116.00 | 44.43 | 65.59 |

The sums give $c_{11}=116.0$ GPa, $c_{44}=44.4$ GPa and $c_{12}=2(65.59)-44.43=86.7$ GPa. The last four shells lie beyond the range of $V$ and $f$ and arise from shared neighbours. They supply 33.5 GPa of $c_{11}$, or 29% of its value. Truncating the force constants at the range of the potential would therefore give a wrong constant. In the numerical check, second strain derivatives of the energy reproduce the constants obtained from the moments.

The Cauchy discrepancy can be evaluated separately. Here $F''=1/(4n^{3/2})=0.003009$ eV$^{-3}$ and $G=-38.37$ eV$^2$, so

$$
\frac{F''G^2}{\Omega}=\frac{0.003009\times38.37^2}{16.773}=0.264\ \text{eV/Å}^3=42.3\ \text{GPa},
$$

which equals $c_{12}-c_{44}$. The positive curvature of $-\sqrt n$ makes $c_{12}$ the larger of the two.

Along $[110]$, the values of $\rho v^2$ are $\tfrac12(116.0-86.7)=14.6$ GPa, then 44.4 GPa, and $\tfrac12(116.0+86.7+88.9)=145.8$ GPa. The resulting speeds form the last row of the next table. The other rows give $\omega/q$ from the full dynamical matrix, in m/s.

| $q$ (Å$^{-1}$) | $(1,-1,0)$ | $(0,0,1)$ | $(1,1,0)$ |
|---:|---:|---:|---:|
| 0.4 | 1220.4 | 2087.7 | 3566.9 |
| 0.2 | 1216.9 | 2110.8 | 3767.3 |
| 0.1 | 1215.8 | 2116.6 | 3819.9 |
| limit | 1215.4 | 2118.5 | 3837.7 |

At $q=0.4$ Å$^{-1}$ the longitudinal value lies 7.1% below its limit, and at half that wave number 1.8% below. This is close to the factor of four expected from a correction of order $q^2$. The slow transverse branch approaches its limit from above. By the expansion of $D$, its fourth moment $\sum_{\mathbf R}\Phi_{ab}e_ae_b(\mathbf n\cdot\mathbf R)^4$ must then be positive. Along the less symmetric direction $[123]$, the difference between $\rho D/q^2$ and the Christoffel matrix, relative to the norm of the latter, falls from 0.83% at $q=0.1$ Å$^{-1}$ to 0.21% at $0.05$ Å$^{-1}$.

The effect of pressure appears when $a$ is shortened by 1%, which produces $P=3.15$ GPa. The constants 11, 12 and 44, in GPa, are then

| | 11 | 12 | 44 |
|---|---:|---:|---:|
| strain derivatives $C$ | 138.07 | 98.83 | 54.74 |
| inverted moments | 134.92 | 101.99 | 51.59 |
| stress–strain $B$ | 134.92 | 101.99 | 51.59 |

For cubic symmetry, the formula for $B$ reduces to $B_{11}=C_{11}-P$, $B_{12}=C_{12}+P$ and $B_{44}=C_{44}-P$, which accounts for the differences between the first two rows. The third row was obtained by differentiating the stress directly. Using $C_{44}$ in place of $B_{44}$ would overestimate $\rho v^2$ of a transverse wave along a cube axis by 6%.

A triclinic deformation of the same lattice tests the general relation in all its components. It takes $(x,y,z)$ to $(1.02x+0.01y,\;0.99y+0.015z,\;0.005x+1.01z)$, with the same 18 neighbours kept, and produces the shear stresses $S_{23}=0.66$, $S_{13}=0.18$ and $S_{12}=0.41$ GPa. The normal stresses are then 2.14, 1.34 and 1.79 GPa, and the moments violate the Huang conditions by up to 0.80 GPa. This is $S_{11}-S_{22}$, as the formula requires for $[11,22]-[22,11]$, up to sign. The shear stresses give violations such as $[11,23]-[23,11]=S_{23}$, which are smaller here. Once $\delta_{ab}S_{cd}$ has been subtracted from the moments, the inversion reproduces every component of $C$ within the numerical tolerance.

## Table of computed values

```
repulsion A = 0.1 eV, p = 10.0; band xi = 1.2 eV, s = 3.0
reference distance r0 = 2.9 angstrom, mass M = 100.0 u
stress-free lattice parameter a = 4.06341 angstrom
cell volume = 16.7731 angstrom^3
density = 9900.0 kg/m^3
Phi at (a/2)(1,1,0), eV/angstrom^2: xx, xy, zz = -0.54779, -0.59687, 0.07173
Phi at a(1,0,0), eV/angstrom^2: xx, yy = 0.02454, 0.01777
Phi at R=0, eV/angstrom^2: xx = 4.36241
shell: R/a, atoms, parts of [11,11], [11,22], [12,12] in GPa
  0.7071  12    86.395    37.541    47.069
  1.0000   6    -3.870    -2.802    -0.000
  1.2247  24    18.820     4.705    12.897
  1.4142  12     9.410     4.705     4.773
  1.5811  24     5.104     0.284     0.851
  2.0000   6     0.137    -0.000    -0.000
sum [11,11], [11,22], [12,12] = 115.996, 44.433, 65.589 GPa
c11, c12, c44 from moments = 115.996, 86.746, 44.433 GPa
c11, c12, c44 from strain energy = 115.996, 86.746, 44.433 GPa
largest difference, all components = 1.6e-07 GPa
embedding curvature F'' = 0.003009 1/eV^3
G = -38.3698 eV^2
F'' G^2/volume = 42.314 GPa
c12 - c44 from strain energy = 42.314 GPa
[110] rho v^2, ascending = 14.625, 44.433, 145.804 GPa
[110] Christoffel speeds = 1215.4, 2118.5, 3837.7 m/s
[110] omega/q at q = 0.4 1/angstrom: 1220.4, 2087.7, 3566.9 m/s
[110] omega/q at q = 0.2 1/angstrom: 1216.9, 2110.8, 3767.3 m/s
[110] omega/q at q = 0.1 1/angstrom: 1215.8, 2116.6, 3819.9 m/s
[110] omega/q at q = 0.05 1/angstrom: 1215.5, 2118.0, 3833.2 m/s
[123] relative matrix error at q = 0.1, 0.05 1/angstrom = 8.335e-03, 2.092e-03
ratio of these errors = 3.984
triclinic: largest force-constant error = 2.3e-06 eV/angstrom^2
triclinic: stress xx, yy, zz = 2.136, 1.337, 1.791 GPa
triclinic: stress yz, xz, xy = 0.656, 0.182, 0.412 GPa
triclinic: largest Huang difference = 0.800 GPa
triclinic: moment-relation error = 1.6e-07 GPa
triclinic: inversion error = 1.6e-07 GPa
a shortened by 1%: pressure = 3.153 GPa
  strain-energy C 11, 12, 44 = 138.071, 98.832, 54.744 GPa
  moment inversion 11, 12, 44 = 134.918, 101.985, 51.591 GPa
  stress-strain B 11, 12, 44 = 134.918, 101.985, 51.591 GPa
```
